\section*{Invariance, Sign and Zeros of the Dudarev DFT+U Energy}

\section{A correction that depends on the axes}

Two orbitals $a$ and $b$ on an atom share some electrons. A Hubbard correction is to penalize their fractional filling, and a simple attempt uses the occupation $n_{mm}$ of each orbital $m$ for each spin $\sigma$:
\begin{equation}
E_{\rm diag}=\frac{U_{\rm eff}}{2}\sum_\sigma\sum_m\left[n^\sigma_{mm}-(n^\sigma_{mm})^2\right].
\label{eq:diag}
\end{equation}
In the model worked out below, with $U_{\rm eff}=4$ eV, this gives $0.4435$ eV. Now replace $a$ and $b$ by two combinations of them, turned by $30^\circ$, and leave every electron where it was. The same formula gives $1.0280$ eV. An energy that changes with the choice of axes cannot be a property of the electrons.

The Dudarev energy cures this by using the whole occupation matrix:
\begin{equation}
E_U=\frac{U_{\rm eff}}{2}\sum_\sigma \mathrm{Tr}\left[n^\sigma-n^\sigma n^\sigma\right],
\qquad U_{\rm eff}=U-J .
\label{eq:dudarev}
\end{equation}
Here $U$ and $J$ are the on-site Coulomb and exchange parameters, held fixed, with one $U_{\rm eff}$ for all the local orbitals of the site. The matrices are dimensionless, so $E_U$ has the unit of $U_{\rm eff}$. For several sites, the site terms add. The form with one trace per spin assumes collinear spins: every one-particle state has definite spin along the chosen axis. Otherwise the blocks of the occupation matrix that join the two spins must be kept, and a single trace is taken over orbital and spin together. For example, one electron in one orbital with its spin perpendicular to the axis has $n^\uparrow=n^\downarrow=1/2$, so Eq.~\eqref{eq:dudarev} gives $U_{\rm eff}/4$, while the full spin-orbital matrix is idempotent and gives zero. Collinear spins are assumed from here on.

Three properties are to be proved. The energy $E_U$ is invariant under unitary rotation of the local orbitals. It is non-negative if $U_{\rm eff}\ge 0$ and the eigenvalues of each $n^\sigma$ lie in $[0,1]$. If moreover $U_{\rm eff}>0$, it vanishes if and only if each matrix is idempotent, $n^\sigma n^\sigma=n^\sigma$.

\section{One orbital}

With one local orbital and one spin, the matrix is a single number $n$, and
\begin{equation}
E_U(n)=\frac{U_{\rm eff}}{2}\,n(1-n).
\end{equation}
A unitary rotation is now only a phase factor, which does not change an occupation. For $0\le n\le1$ both factors $n$ and $1-n$ are non-negative, so $E_U\ge0$ when $U_{\rm eff}\ge0$. The product is zero only at $n=0$ or $n=1$, and these are the two solutions of $n^2=n$.

Completing the square shows how large the penalty can be:
\begin{equation}
n(1-n)=\frac14-\left(n-\frac12\right)^2\le\frac14 .
\label{eq:quarter}
\end{equation}
For $U_{\rm eff}>0$ the maximum of $E_U$ is $U_{\rm eff}/8$, at half filling. For $U_{\rm eff}=4$ eV it is $0.5$ eV.

A zero energy does not mean that the correction has no effect. The slope is
\begin{equation}
\frac{dE_U}{dn}=\frac{U_{\rm eff}}{2}(1-2n),
\end{equation}
which is $+U_{\rm eff}/2$ at $n=0$ and $-U_{\rm eff}/2$ at $n=1$. The slope acts as a shift of the orbital level. With $n=\sum_i f_i\langle\psi_i|\phi\rangle\langle\phi|\psi_i\rangle$ for one-particle states $\psi_i$ of occupation $f_i$, varying $E_U$ with respect to $\langle\psi_i|$ gives $f_i\,(dE_U/dn)\,|\phi\rangle\langle\phi|\psi_i\rangle$, so the one-particle Hamiltonian gains the term $(dE_U/dn)\,|\phi\rangle\langle\phi|$. For $U_{\rm eff}>0$ the correction therefore raises the empty orbital and lowers the filled one, even where its own energy vanishes.

\section{Several orbitals: the occupation matrix}

Take $M$ orthonormal local orbitals $\phi_m$, $\langle\phi_m|\phi_{m'}\rangle=\delta_{mm'}$. For one spin, let $\psi_i$ be orthonormal one-particle states with occupations $0\le f_i\le1$. Dropping the spin label, define
\begin{equation}
n_{mm'}=\sum_i f_i\,\langle\phi_m|\psi_i\rangle\langle\psi_i|\phi_{m'}\rangle .
\label{eq:n}
\end{equation}
Exchanging the indices and taking the complex conjugate gives
\begin{equation}
n_{m'm}^*=\sum_i f_i\,\langle\psi_i|\phi_{m'}\rangle\langle\phi_m|\psi_i\rangle=n_{mm'},
\end{equation}
because the $f_i$ are real. Hence $n$ is Hermitian: it has real eigenvalues and a unitary matrix of eigenvectors.

The model has two local orbitals $a,b$ and two ligand orbitals $p,q$, all orthonormal. In the order $(a,b,p,q)$ the spin-up Hamiltonian, in eV, is
\begin{equation}
H^\uparrow=\begin{pmatrix}
-1&0&1&0.5\\
0&0&-0.5&1\\
1&-0.5&-3&0\\
0.5&1&0&-2
\end{pmatrix}.
\end{equation}
For spin down the two local levels are 3 eV higher. Three spin-up and two spin-down electrons fill the lowest states. The Hamiltonian is fixed; it is not made self-consistent with $E_U$. Diagonalizing it and using Eq.~\eqref{eq:n} gives
\begin{equation}
n^\uparrow=\begin{pmatrix}0.9976&-0.0447\\-0.0447&0.1603\end{pmatrix},\qquad
n^\downarrow=\begin{pmatrix}0.0476&0.0063\\0.0063&0.0411\end{pmatrix}.
\end{equation}
For a Hermitian matrix,
\begin{equation}
\mathrm{Tr}\,n^2=\sum_{mm'}n_{mm'}n_{m'm}=\sum_{mm'}|n_{mm'}|^2 .
\label{eq:trn2}
\end{equation}
The spin-up traces are therefore
\begin{align}
\mathrm{Tr}\,n^\uparrow&=0.9976+0.1603=1.1579,\\
\mathrm{Tr}\,(n^\uparrow)^2&=0.9976^2+0.1603^2+2(0.0447)^2=1.0249,
\end{align}
with difference $0.1330$. For spin down the difference is $0.0887-0.0040=0.0847$. Thus
\begin{equation}
E_U=\frac{4\ \mathrm{eV}}{2}(0.1330+0.0847)=0.4354\ \mathrm{eV}=6.98\times10^{-20}\ \mathrm{J}.
\end{equation}

\section{Rotating the local orbitals}

Let $V$ be a unitary $M\times M$ matrix and define new orbitals
\begin{equation}
\phi'_k=\sum_m\phi_m V_{mk},\qquad V^\dagger V=VV^\dagger=1 .
\end{equation}
The states $\psi_i$ and their occupations stay fixed. A coefficient is conjugated when it multiplies a bra, so
\begin{align}
n'_{kl}&=\sum_i f_i\,\langle\phi'_k|\psi_i\rangle\langle\psi_i|\phi'_l\rangle\notag\\
&=\sum_{mm'}V_{mk}^*\,n_{mm'}\,V_{m'l}=(V^\dagger nV)_{kl}.
\label{eq:rot}
\end{align}
The square transforms in the same way, since the inner pair $VV^\dagger$ is the unit matrix:
\begin{equation}
n'n'=V^\dagger n\,(VV^\dagger)\,nV=V^\dagger n^2V .
\end{equation}
Subtract this from Eq.~\eqref{eq:rot}, take the trace, and move $V$ cyclically to the front:
\begin{equation}
\mathrm{Tr}(n'-n'^2)=\mathrm{Tr}\left[V^\dagger(n-n^2)V\right]
=\mathrm{Tr}\left[VV^\dagger(n-n^2)\right]=\mathrm{Tr}(n-n^2).
\end{equation}
This proves the invariance. It used neither the sign of $U_{\rm eff}$ nor the range of the eigenvalues. Each spin has its own trace, so the two spins may even be rotated differently.

For the $30^\circ$ rotation, let $c=\cos30^\circ$ and $s=\sin30^\circ$, with $a'=ca+sb$ and $b'=-sa+cb$. The first new spin-up element is
\begin{align}
n'_{aa}&=c^2n_{aa}+2cs\,n_{ab}+s^2n_{bb}\notag\\
&=0.7482-0.0387+0.0401=0.7496 .
\end{align}
The other elements are $n'_{bb}=0.4083$ and $n'_{ab}=-0.3849$. All of them have changed considerably, yet the full trace again gives $E_U=0.4354$ eV.

The failure of Eq.~\eqref{eq:diag} can now be traced. By Eq.~\eqref{eq:trn2}, leaving out the off-diagonal elements leaves out part of $\mathrm{Tr}\,n^2$, so
\begin{equation}
E_{\rm diag}-E_U=\frac{U_{\rm eff}}{2}\sum_\sigma\sum_{m\ne m'}|n^\sigma_{mm'}|^2 .
\end{equation}
After the rotation the spin-up part of this excess is $2\times2(0.3849)^2=0.5926$ eV, and the spin-down part is negligible at this precision. The excess accounts for the step from $0.4354$ to $1.0280$ eV.

The rotation must stay inside the local space. If $b$ is replaced by $cb-sq$, which contains some of the ligand orbital $q$, the energy becomes $1.0300$ eV. This is the full trace for a different local space; its closeness to the value of $E_{\rm diag}$ above does not make the two quantities the same. The choice of local space is part of the definition of the correction, whereas the choice of axes within it is not.

\section{The sign}

Choose for $V$ the unitary matrix of eigenvectors of $n$. Then $n'$ is diagonal, with the eigenvalues $\lambda_k$ on its diagonal. Invariance turns the energy into a sum of one-orbital terms:
\begin{equation}
E_U=\frac{U_{\rm eff}}{2}\sum_\sigma\sum_{k=1}^{M}\lambda_k^\sigma(1-\lambda_k^\sigma).
\label{eq:eig}
\end{equation}
If every $\lambda_k^\sigma$ lies in $[0,1]$, every term is non-negative, and $E_U\ge0$ for $U_{\rm eff}\ge0$. By Eq.~\eqref{eq:quarter}, the energy is also at most $U_{\rm eff}/8$ per local spin-orbital. For negative $U_{\rm eff}$ the sign is reversed and $E_U\le0$.

The eigenvalue condition follows from the definitions made above. Let $c_m$ now be the components of a unit vector and put $\phi_c=\sum_m c_m\phi_m$. This function has norm one because the $\phi_m$ are orthonormal. From Eq.~\eqref{eq:n},
\begin{equation}
\sum_{mm'}c_m^*n_{mm'}c_{m'}=\sum_i f_i\,|\langle\psi_i|\phi_c\rangle|^2 .
\end{equation}
The right side is not negative. Since $f_i\le1$, it is at most $\sum_i|\langle\psi_i|\phi_c\rangle|^2$, which is at most one by Bessel's inequality for the orthonormal $\psi_i$. If $c$ is a normalized eigenvector, the left side is its eigenvalue. Therefore $0\le\lambda_k\le1$.

The spin-up channel allows a check by hand. Three of its four states are filled, and the four states together are complete. With $h_m=\langle\phi_m|\psi_4\rangle$ for the empty state, completeness gives
\begin{equation}
n^\uparrow_{mm'}=\delta_{mm'}-h_mh_{m'}^* .
\end{equation}
A vector orthogonal to $h$ has eigenvalue $1$. The vector $h$ itself has eigenvalue $1-w$, where $w=\sum_m|h_m|^2$ is the local weight of the hole. The model has $w=0.8421$, so the eigenvalues are $1$ and $0.1579$, and only the second contributes:
\begin{equation}
0.1579\times0.8421=0.1330 ,
\end{equation}
in agreement with the trace found from the matrix elements.

\section{When the energy is zero}

Let $U_{\rm eff}>0$ and let the eigenvalues lie in $[0,1]$. If $E_U=0$, the sum in Eq.~\eqref{eq:eig} is zero. None of its terms is negative, so none can cancel another and each must vanish. Every eigenvalue is then $0$ or $1$. Write $n=V\Lambda V^\dagger$ with $\Lambda$ the diagonal matrix of eigenvalues. Since $\Lambda^2=\Lambda$,
\begin{equation}
n^2=V\Lambda V^\dagger V\Lambda V^\dagger=V\Lambda^2V^\dagger=V\Lambda V^\dagger=n .
\end{equation}
This holds for each spin. Conversely, if $n^2=n$ for each spin, every trace in Eq.~\eqref{eq:dudarev} is zero and so is $E_U$. This proves the equivalence.

An idempotent matrix need not be diagonal. For example,
\begin{equation}
n=\frac12\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad n^2=n,
\end{equation}
describes one filled orbital $(a+b)/\sqrt2$ and one empty orbital $(a-b)/\sqrt2$. Both $a$ and $b$ appear half filled, and this spin contributes $U_{\rm eff}/4$ to $E_{\rm diag}$ but nothing to $E_U$. What counts is whether, for each spin separately, some choice of axes makes every local orbital either full or empty. The axes may differ between the spins: if $n^\downarrow$ is this matrix and $n^\uparrow$ is diagonal with elements $1$ and $0$, then $E_U=0$, yet the two matrices do not commute and no common axes make both diagonal.

The trace also measures how far $n$ is from idempotency. Put $g_k=\lambda_k(1-\lambda_k)\ge0$. These are the eigenvalues of $n-n^2$, whose Frobenius norm is $\|n-n^2\|_F=(\sum_kg_k^2)^{1/2}$. Squaring $\sum_kg_k$ produces $\sum_kg_k^2$ plus non-negative cross terms, which gives the lower bound below. The Cauchy--Schwarz inequality gives the upper one:
\begin{equation}
\|n-n^2\|_F\le\mathrm{Tr}(n-n^2)\le\sqrt M\,\|n-n^2\|_F .
\end{equation}
For $U_{\rm eff}>0$ and eigenvalues in $[0,1]$, an energy small compared with $U_{\rm eff}$ therefore means a nearly idempotent matrix, and the reverse.

\section{What the penalty measures}

Let $\rho=\sum_if_i|\psi_i\rangle\langle\psi_i|$ be the density operator of one spin, $P=\sum_m|\phi_m\rangle\langle\phi_m|$ the projector on the local space, and $Q=1-P$. The matrix $n$ represents $P\rho P$, and $n^2$ represents $P\rho P\rho P$. Replacing the middle $P$ by $1-Q$ gives
\begin{align}
P\rho P-P\rho P\rho P&=P\rho P-P\rho^2P+P\rho Q\rho P\notag\\
&=P(\rho-\rho^2)P+P\rho Q\rho P .
\label{eq:sources}
\end{align}
The first term comes from fractionally occupied states, since $\rho-\rho^2$ has eigenvalues $f_i(1-f_i)$. The second comes from elements of $\rho$ that join the local space to the rest.

For a single Slater determinant whose orbitals each have definite spin along the chosen axis, every $f_i$ is $0$ or $1$, so $\rho^2=\rho$ and the first term vanishes. Using $Q^2=Q$,
\begin{equation}
\mathrm{Tr}(n-n^2)=\mathrm{Tr}\left[(Q\rho P)^\dagger(Q\rho P)\right]=\|Q\rho P\|_F^2 .
\end{equation}
In a determinant, then, the Dudarev energy penalizes the mixing of local and outside orbitals that leaves such elements in $\rho$. In the model, the squared elements of the block $Q\rho P$, with ligand rows and local columns, add up to $0.1330$ for spin up and $0.0847$ for spin down, the same numbers as before.

Weakening the hopping tests this reading. With all hopping elements halved, $E_U$ falls from $0.4354$ to $0.1580$ eV. With no hopping it is zero: the spin-up electrons fill $p$, $q$ and $a$, the spin-down electrons fill $p$ and $q$, and the matrices are
\begin{equation}
n^\uparrow=\begin{pmatrix}1&0\\0&0\end{pmatrix},\qquad n^\downarrow=0 .
\end{equation}
Both are idempotent. In a self-consistent calculation $E_U$ is only one part of the total energy. Hybridization may lower the other parts by more than the penalty costs, so the correction does not by itself enforce integer occupations.

\section{Outside the interval}

Without the eigenvalue condition, terms of opposite sign can cancel. For eigenvalues $1.2$ and $0.4$,
\begin{equation}
1.2(1-1.2)+0.4(1-0.4)=-0.24+0.24=0 ,
\end{equation}
so the energy vanishes although the matrix is not idempotent: $\|n-n^2\|_F=0.339$.

Eigenvalues above one can arise when Eq.~\eqref{eq:n} is used with local orbitals that overlap. Take two normalized orbitals with overlap $0.5$, both lying wholly within the space of the filled states. On that space $\sum_i|\psi_i\rangle\langle\psi_i|$, summed over filled states, acts as the identity, so $n_{mm'}=\langle\phi_m|\phi_{m'}\rangle$:
\begin{equation}
n=\begin{pmatrix}1&0.5\\0.5&1\end{pmatrix},\qquad \lambda=1.5,\ 0.5 .
\end{equation}
For one spin and $U_{\rm eff}=4$ eV,
\begin{equation}
E_U=2\ \mathrm{eV}\times\left[1.5(-0.5)+0.5(0.5)\right]=-1\ \mathrm{eV}.
\end{equation}
The intended penalty has become a gain. The proof of the bound used that $\phi_c$ has norm one; here the combination $(\phi_1+\phi_2)/\sqrt2$ has squared norm $1+0.5=1.5$, and this is the offending eigenvalue. In terms of traces, $\mathrm{Tr}\,n=2$, while the overlap raises $\mathrm{Tr}\,n^2$ to $2+2(0.5)^2=2.5$. Orthonormalizing the local orbitals before forming $n$ restores the interval $[0,1]$, and with it the sign and the meaning of the zero. The numerical check tests the general statements on random complex orbitals and occupations as well as on this model.

\section*{Numbers as computed}
\begin{verbatim}
U_eff: 4.0 eV
spin-up local levels a, b: -1.0, 0.0 eV
upward shift of spin-down local levels: 3.0 eV
ligand levels p, q: -3.0, -2.0 eV
hopping ap, aq, bp, bq: 1.0, 0.5, -0.5, 1.0 eV
electrons up, down: 3, 2
levels up: -3.4784, -2.5420, -0.4580, 0.4784 eV
n up: aa 0.997623, ab -0.044676, bb 0.160301
eigenvalues of n up: 0.157924, 1.000000
Tr n up: 1.157924
Tr n^2 up: 1.024940
Tr(n - n^2) up: 0.132984
squared local-ligand block of rho up: 0.132984
energy from spin up: 0.265967 eV
levels down: -3.2315, -2.2489, 2.2489, 3.2315 eV
n down: aa 0.047613, ab 0.006277, bb 0.041120
eigenvalues of n down: 0.037300, 0.051434
Tr n down: 0.088734
Tr n^2 down: 0.004037
Tr(n - n^2) down: 0.084697
squared local-ligand block of rho down: 0.084697
energy from spin down: 0.169394 eV
local weight w of the spin-up hole: 0.842076
E_U from matrix elements: 0.435361 eV
E_U from eigenvalues: 0.435361 eV
E_U from local-ligand block: 0.435361 eV
E_U in joules: 6.9753e-20 J
rotation angle: 30 degrees
n up after rotation: aa 0.749602, ab -0.384909, bb 0.408322
n down after rotation: aa 0.051426, ab 0.000327, bb 0.037307
E_U after rotation: 0.435361 eV
diagonal-only energy before rotation: 0.443503 eV
diagonal-only energy after rotation: 1.027982 eV
E_U with b replaced by cos30 b - sin30 q: 1.029965 eV
hopping x 1.0: E_U 0.435361 eV, norm of n - n^2 0.146131
hopping x 0.5: E_U 0.158031 eV, norm of n - n^2 0.057390
hopping x 0.0: E_U 0.000000 eV, norm of n - n^2 0.000000
largest penalty per local spin-orbital: 0.500000 eV
eigenvalues 1.2 and 0.4: energy 0.000000 eV, norm of n - n^2 0.339411
overlap 0.5: eigenvalues 0.500000, 1.500000, energy -1.000000 eV
\end{verbatim}
